# The 90 Percent Radius of a Donor Electron in Silicon: a program that tests the result

```python
# Result under test: a donor electron with isotropic effective mass m and
# dielectric constant eps has the envelope F = exp(-r/a)/sqrt(pi a^3), a = eps/m.
# The sphere holding 90 percent of F^2 has radius R = x a/2, where
# exp(-x)(1 + x + x^2/2) = 0.1, and contains about (8/L^3)(4 pi/3)R^3 sites
# of the silicon lattice (L = cubic cell edge), one of them being the donor.
# Hartree atomic units: lengths in bohr, energies in hartree.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import gammaincinv

bohr_m = physical_constants["Bohr radius"][0]
cell_edge = physical_constants["lattice parameter of silicon"][0] / bohr_m
bohr_nm = bohr_m * 1e9
mass = 0.3
eps = 12.0
target = 0.9


def enclosed(x):
    return 1 - np.exp(-x) * (1 + x + x**2 / 2)


def site_estimate(radius):
    return 8 / cell_edge**3 * 4 * np.pi / 3 * radius**3


# Closed-form route: fixed-point iteration for x
a_donor = eps / mass
energy = -mass / (2 * eps**2)
iterates = [5.0]
for _ in range(40):
    x = iterates[-1]
    iterates.append(np.log((1 + x + x**2 / 2) / (1 - target)))
x90 = iterates[-1]
r90 = x90 * a_donor / 2
assert abs(x90 - gammaincinv(3, target)) < 1e-9


# Enclosed fraction by quadrature of the normalized envelope density
def density(r):
    return np.exp(-2 * r / a_donor) / (np.pi * a_donor**3)


def shell(r):
    return 4 * np.pi * r**2 * density(r)


fraction_quad = quad(shell, 0, r90)[0]
fraction_a = quad(shell, 0, a_donor)[0]
assert abs(quad(shell, 0, 40 * a_donor, limit=200)[0] - 1) < 1e-8
assert abs(fraction_quad - target) < 1e-8
assert abs(fraction_a - enclosed(2.0)) < 1e-8

# Radial equation on a grid, without using the known envelope
step = 0.1
r_grid = step * np.arange(1, 6001)
diagonal = 1 / (mass * step**2) - 1 / (eps * r_grid)
off_diagonal = np.full(r_grid.size - 1, -1 / (2 * mass * step**2))
levels, vectors = eigh_tridiagonal(diagonal, off_diagonal,
                                   select="i", select_range=(0, 0))
weight = np.concatenate(([0.0], vectors[:, 0]**2))
cumulative = np.concatenate(([0.0], np.cumsum((weight[1:] + weight[:-1]) / 2)))
cumulative /= cumulative[-1]
r90_grid = np.interp(target, cumulative, np.concatenate(([0.0], r_grid)))
# grid error is of order (step/a)^2, about 1e-5
assert abs(levels[0] / energy - 1) < 1e-4
assert abs(r90_grid / r90 - 1) < 1e-4

# Explicit diamond lattice with the donor site at the origin
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
basis = np.vstack((fcc, fcc + 1)) / 4
n = np.arange(-13, 14)
cells = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
positions = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3) * cell_edge
distances = np.sort(np.linalg.norm(positions, axis=1))


def count_sites(radius):
    return int(np.searchsorted(distances, radius, side="right"))


assert count_sites(0.44 * cell_edge) == 5  # donor and four neighbours
estimate = site_estimate(r90)
counted = count_sites(r90)
radii = np.linspace(0.95, 1.05, 201) * r90
spread = max(abs(count_sites(r) / site_estimate(r) - 1) for r in radii)
# only cells cut by the surface contribute to the mismatch
assert abs(counted / estimate - 1) < 0.01
assert spread < 0.01

# Envelope density summed over actual sites inside the sphere
site_volume = cell_edge**3 / 8
fraction_sites = site_volume * density(distances[:counted]).sum()
assert abs(fraction_sites - target) < 2e-3

# Charge added by a unit-amplitude ripple cos(G.r) of the crystal density
g_min = 2 * np.pi * np.sqrt(3) / cell_edge
ripple = quad(lambda r: shell(r) * np.sinc(g_min * r / np.pi),
              0, r90, limit=500)[0]
assert abs(ripple) < 1e-3

# Cubic scaling, tested by counting again with a heavier mass
mass_heavy = 1.1 * mass
r90_heavy = x90 * eps / mass_heavy / 2
counted_heavy = count_sites(r90_heavy)
ratio_law = (mass / mass_heavy)**3
assert abs(counted_heavy / counted / ratio_law - 1) < 0.02

print(f"effective mass m = {mass:.2f} electron masses")
print(f"dielectric constant eps = {eps:.1f}")
print(f"silicon cell edge L = {cell_edge:.4f} bohr")
print(f"one bohr = {bohr_nm:.7f} nm")
print(f"donor radius a = {a_donor:.3f} bohr")
print(f"level from formula = {energy * 1e3:.5f} millihartree")
print(f"level from grid = {levels[0] * 1e3:.5f} millihartree")
print("iterates of x:", " ".join(f"{v:.4f}" for v in iterates[:9]))
print(f"root x = {x90:.5f}")
print(f"ratio R/a = {x90 / 2:.5f}")
print(f"90 percent radius R = {r90:.3f} bohr")
print(f"90 percent radius R = {r90 * bohr_nm:.3f} nm")
print(f"90 percent radius from grid = {r90_grid:.3f} bohr")
print(f"fraction inside R by quadrature = {fraction_quad:.6f}")
print(f"fraction inside a by quadrature = {fraction_a:.4f}")
print(f"ratio R/L = {r90 / cell_edge:.3f}")
print(f"sphere volume = {4 * np.pi / 3 * r90**3:.4e} bohr^3")
print(f"volume per site = {site_volume:.3f} bohr^3")
print(f"sites from volume estimate N = {estimate:.0f}")
print(f"sites counted on lattice = {counted}")
print(f"silicon atoms counted, donor excluded = {counted - 1}")
print(f"count minus estimate = {100 * (counted / estimate - 1):.3f} percent")
print(f"largest mismatch, radii within 5 percent = {100 * spread:.3f} percent")
print(f"sites estimated inside radius a = {site_estimate(a_donor):.0f}")
print(f"density summed over sites inside R = {fraction_sites:.5f}")
print(f"shortest reciprocal vector G = {g_min:.4f} per bohr")
print(f"charge from unit ripple inside R = {ripple:.2e} electrons")
print(f"heavier mass = {mass_heavy:.2f} electron masses")
print(f"R for heavier mass = {r90_heavy:.3f} bohr")
print(f"sites counted for heavier mass = {counted_heavy}")
print(f"count ratio from lattice = {counted_heavy / counted:.4f}")
print(f"count ratio from cubic law = {ratio_law:.4f}")
print("no test failed")
```

Output:

```
effective mass m = 0.30 electron masses
dielectric constant eps = 12.0
silicon cell edge L = 10.2631 bohr
one bohr = 0.0529177 nm
donor radius a = 40.000 bohr
level from formula = -1.04167 millihartree
level from grid = -1.04167 millihartree
iterates of x: 5.0000 5.2204 5.2906 5.3125 5.3193 5.3214 5.3220 5.3222 5.3223
root x = 5.32232
ratio R/a = 2.66116
90 percent radius R = 106.446 bohr
90 percent radius R = 5.633 nm
90 percent radius from grid = 106.447 bohr
fraction inside R by quadrature = 0.900000
fraction inside a by quadrature = 0.3233
ratio R/L = 10.372
sphere volume = 5.0522e+06 bohr^3
volume per site = 135.130 bohr^3
sites from volume estimate N = 37388
sites counted on lattice = 37469
silicon atoms counted, donor excluded = 37468
count minus estimate = 0.217 percent
largest mismatch, radii within 5 percent = 0.687 percent
sites estimated inside radius a = 1984
density summed over sites inside R = 0.90032
shortest reciprocal vector G = 1.0604 per bohr
charge from unit ripple inside R = -2.30e-05 electrons
heavier mass = 0.33 electron masses
R for heavier mass = 96.769 bohr
sites counted for heavier mass = 28087
count ratio from lattice = 0.7496
count ratio from cubic law = 0.7513
no test failed
```
